**Zener tunnelling probability and Wannier-Stark widths**

The program tests the crossing probability $P=e^{-B/F}$ with $B=\pi\sqrt m\,E_g^{3/2}/(2\sqrt2\,\hbar)$ and the resonance width $\Gamma=-(aF/2\pi)\ln(1-P)$. Here $F$ is the force, $E_g$ the gap, $m$ twice the reduced edge mass and $a$ the lattice period. It asserts that the contour-integral solution agrees with direct integration of the passage equation, and that two-level dynamics gives the stated $P$. For a closed two-band lattice it asserts that the first-cycle loss follows $P$ and that the lower-band population later revives, so that there is no decay. For a cosine crystal it computes resonances from the one-period evolution in plane waves without an incoming wave. It asserts that their widths follow the formula within the first-order modulation expected from the second gap plus an allowance of 0.03 in the ratio, and that the exponent agrees within 3% for two lattices. At $F=0.01$ eV/nm the output gives 61.2 μeV from the formula and 56.1 μeV from the computed resonance. Over the scan of 24 forces the ratio of computed width to formula lies between 0.885 and 1.119.

## Program and output

```python
"""
Zener tunnelling and the width of Wannier-Stark resonances.

Result under test: a force F drives an electron through a gap Eg between
two bands with reduced edge mass m_r (m = 2 m_r). The crossing probability is
    P = exp(-B/F),  B = pi sqrt(m) Eg^(3/2) / (2 sqrt(2) hbar),
and, if the upper band leads to free escape, the resonances of the
Wannier-Stark ladder have the full width
    Gamma = -(a F / 2 pi) ln(1 - P),   a = lattice period.
Crystal: p^2/(2 m_e) + 2 V cos(2 pi x / a), force F along +x.
Energies in eV, lengths in nm, forces in eV/nm, masses in m_e.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad

HB2 = const.hbar**2 / (const.m_e * const.e) * 1e18   # hbar^2/m_e, eV nm^2
HBAR_EV_PS = const.hbar / const.e * 1e12             # hbar, eV ps


# ---- contour solution of A'' - i tau A' + delta A = 0 --------------------
def contour_solution(tau, delta):
    """Return A and A' from the Laplace integral around the origin."""
    x, w = np.polynomial.legendre.leggauss(300)
    radius = 1 + 7.5 * (x + 1)
    w_radius = 7.5 * w
    total = np.zeros(2, complex)

    def add(log_s, ds):
        s = np.exp(log_s)
        f = np.exp(s * tau + 0.5j * s**2 + (1j * delta - 1) * log_s) * ds
        return np.array([f.sum(), (s * f).sum()])

    ray = np.exp(0.25j * np.pi)
    total -= add(np.log(radius) + 0.25j * np.pi, ray * w_radius)
    angle = np.pi / 4 + np.pi * (x + 1)
    total += add(1j * angle, 1j * np.exp(1j * angle) * np.pi * w)
    total += add(np.log(radius) + 2.25j * np.pi, ray * w_radius)
    return total


delta_test = 0.3
start = contour_solution(-8.0, delta_test)
finish = contour_solution(8.0, delta_test)
ode = solve_ivp(lambda t, y: [y[1], 1j * t * y[1] - delta_test * y[0]],
                (-8, 8), start, method="DOP853", rtol=1e-10, atol=1e-12)
assert np.max(np.abs(ode.y[:, -1] - finish)) < 1e-5 * np.max(np.abs(finish))


# ---- two-level passage, measured between adiabatic states ----------------
def passage_probability(delta, t_end=40.0):
    c = np.sqrt(delta)

    def ham(t):
        return np.array([[t / 2, c], [c, -t / 2]], complex)

    lower_start = np.linalg.eigh(ham(-t_end))[1][:, 0]
    upper_end = np.linalg.eigh(ham(t_end))[1][:, 1]
    sol = solve_ivp(lambda t, y: -1j * (ham(t) @ y), (-t_end, t_end),
                    lower_start, method="DOP853", rtol=1e-9, atol=1e-11)
    return abs(np.vdot(upper_end, sol.y[:, -1]))**2


passages = []
for delta in (0.1, 0.3, 0.6):
    p_num = passage_probability(delta)
    p_formula = np.exp(-2 * np.pi * delta)
    assert abs(p_num / p_formula - 1) < 2e-3
    passages.append((delta, p_num, p_formula))


# ---- closed two-band lattice: loss in one cycle, then revivals -----------
hop, gap_closed, step_energy = 1.0, 0.4, 0.05    # J, Eg, a F in units of J
n_steps = 2**14
theta = 2 * np.pi * (np.arange(n_steps) + 0.5) / n_steps
dt = 2 * np.pi / (step_energy * n_steps)
hx = -2 * hop * np.cos(theta / 2)
hz = np.full(n_steps, gap_closed / 2)
size = np.hypot(hx, hz)
sx = np.array([[0, 1], [1, 0]], complex)
sz = np.diag([1, -1]).astype(complex)
h_all = hx[:, None, None] * sx + hz[:, None, None] * sz
prop = (np.cos(size * dt)[:, None, None] * np.eye(2)
        - 1j * (np.sin(size * dt) / size)[:, None, None] * h_all)
while len(prop) > 1:
    prop = prop[1::2] @ prop[0::2]
cycle = sz @ prop[0]          # sz maps the end of the zone to its start
ground = np.linalg.eigh(gap_closed / 2 * sz - 2 * hop * sx)[1][:, 0]
state, survival = ground.astype(complex), []
for _ in range(400):
    state = cycle @ state
    survival.append(abs(np.vdot(ground, state))**2)
loss_closed = 1 - survival[0]
# near the gap hbar v = J a
p_closed = np.exp(-np.pi * gap_closed**2 / (4 * hop * step_energy))
revival = max(survival[99:])
revival_cycle = 100 + int(np.argmax(survival[99:]))
assert abs(loss_closed / p_closed - 1) < 0.01
assert revival > 0.95 and (1 - p_closed)**100 < 0.01


# ---- cosine crystal: gap and reduced mass from its bands -----------------
def edge_gap_and_mass(a, V):
    G = 2 * np.pi / a
    n = np.arange(-5, 5)

    def gap(q):
        h = np.diag(HB2 / 2 * (G / 2 + q + n * G)**2)
        h = h + V * (np.eye(10, k=1) + np.eye(10, k=-1))
        e = np.linalg.eigvalsh(h)
        return e[1] - e[0]

    h = 0.002
    curvature = (gap(h) - 2 * gap(0.0) + gap(-h)) / h**2
    return gap(0.0), HB2 / curvature


def zener_constant(gap, m_r):
    m = 2 * m_r
    return np.pi * np.sqrt(m) * gap**1.5 / (2 * np.sqrt(2 * HB2))


# ---- resonances: one Bloch period in plane waves, no incoming wave -------
def cycle_survival(a, V, fields, nmax=3, steps=24000):
    """|lambda|^2 of the longest-lived resonance for each force."""
    fields = np.asarray(fields, float)
    G = 2 * np.pi / a
    n = np.arange(-nmax, nmax + 1)
    dim = len(n)
    dt_h = G / (fields * steps)                     # time step / hbar
    w, q = np.linalg.eigh(V * (np.eye(dim, k=1) + np.eye(dim, k=-1)))

    def kick(factor):
        ph = np.exp(-1j * factor * dt_h[:, None] * w)
        return (q * ph[:, None, :]) @ q.T

    full = kick(1.0)
    U = kick(0.5)
    for j in range(steps):
        k = G * (-0.25 + (j + 0.5) / steps)
        kinetic = HB2 / 2 * (k + n * G)**2
        U = full @ (np.exp(-1j * dt_h[:, None] * kinetic)[:, :, None] * U)
    U = kick(-0.5) @ U
    W = np.zeros_like(U)
    W[:, 1:, :] = U[:, :-1, :]      # k has grown by G: relabel plane waves
    return np.max(np.abs(np.linalg.eigvals(W)), axis=1)**2


a, V = 1.0, 0.05
G = 2 * np.pi / a
gap, m_r = edge_gap_and_mass(a, V)
B = zener_constant(gap, m_r)
hbar_v = HB2 * G / 2
assert abs(gap / (2 * V) - 1) < 0.01
assert abs(m_r / (gap * HB2 / (4 * hbar_v**2)) - 1) < 0.01
action = 2 * quad(lambda e: np.sqrt(max(gap**2 / 4 - e**2, 0)) / hbar_v,
                  -gap / 2, gap / 2)[0]
assert abs(action / B - 1) < 0.01

table_fields = np.array([0.005, 0.0075, 0.01, 0.015, 0.02])
scan_fields = np.geomspace(0.004, 0.03, 24)
fields = np.concatenate([table_fields, scan_fields])
surv = cycle_survival(a, V, fields)
width_num = -a * fields / (2 * np.pi) * np.log(surv)
P = np.exp(-B / fields)
width_zener = -a * fields / (2 * np.pi) * np.log1p(-P)
ratio = width_num / width_zener

# reflection at the second gap (plane waves +G and -G, coupled via 0)
V2 = V**2 / (HB2 * G**2 / 2)
r = np.sqrt(1 - np.exp(-2 * np.pi * V2**2 / (2 * HB2 * G * fields)))
envelope = 2 * r * P / ((1 - P) * (-np.log1p(-P)))
# 0.03 covers terms of order r^2 and V^2 corrections to the exponent
assert np.all(np.abs(ratio - 1) < envelope + 0.03)
assert np.max(np.abs(ratio - 1) / envelope) > 0.5

slope = -np.polyfit(1 / scan_fields, np.log(1 - surv[5:]), 1)[0]
assert abs(slope / B - 1) < 0.03

# larger basis and finer steps leave the width unchanged
fine = cycle_survival(a, V, [0.01], nmax=4, steps=48000)[0]
basis_change = np.log(fine) / np.log(surv[2]) - 1
assert abs(basis_change) < 5e-3

# another lattice: different gap and different mass
a2, V_b = 0.7, 0.1
gap2, m_r2 = edge_gap_and_mass(a2, V_b)
B2 = zener_constant(gap2, m_r2)
fields2 = np.geomspace(0.02, 0.06, 24)
surv2 = cycle_survival(a2, V_b, fields2)
B2_num = np.mean(-np.log(1 - surv2) * fields2)
assert abs(B2_num / B2 - 1) < 0.03

# ---- output --------------------------------------------------------------
print("Two-level passage: delta, P integrated, P = exp(-2 pi delta)")
for d, pn, pf in passages:
    print(f"  {d:.1f}  {pn:.5f}  {pf:.5f}")
print("Closed two-band lattice (energies in units of hopping J)")
print(f"  Eg = {gap_closed:.2f}, aF = {step_energy:.3f}")
print(f"  loss in first cycle = {loss_closed:.5f}, formula P = {p_closed:.5f}")
print(f"  best survival, cycles 100-400 = {revival:.4f}"
      f" at cycle {revival_cycle}")
print(f"  (1-P)^100 = {(1 - p_closed)**100:.2e}")
print("Cosine crystal, worked example")
print(f"  period a = {a:.2f} nm, V = {V:.3f} eV")
print(f"  hbar^2/m_e = {HB2:.5f} eV nm^2")
print(f"  hbar v = {hbar_v:.5f} eV nm")
print(f"  gap Eg = {gap:.5f} eV")
print(f"  reduced mass m_r = {m_r:.5f} m_e, m = {2 * m_r:.5f} m_e")
print(f"  B from Eg and m = {B:.5f} eV/nm")
print(f"  B from tunnelling action = {action:.5f} eV/nm")
print(f"  B fitted to resonance widths = {slope:.5f} eV/nm")
i = 2
F = fields[i]
print(f"  force F = {F:.4f} eV/nm, field = {F * 1e9:.2e} V/m")
print(f"  tunnelling length Eg/F = {gap / F:.2f} nm")
print(f"  exponent B/F = {B / F:.4f}, P = {P[i]:.5f}")
print(f"  ladder spacing aF = {a * F * 1e3:.3f} meV")
print(f"  Bloch period = {2 * np.pi * HBAR_EV_PS / (a * F):.4f} ps")
print(f"  width, formula with ln(1-P) = {width_zener[i] * 1e6:.3f} microeV")
print(f"  width, aFP/(2 pi) = {a * F * P[i] / (2 * np.pi) * 1e6:.3f} microeV")
print(f"  width, computed resonance = {width_num[i] * 1e6:.3f} microeV")
print(f"  lifetime hbar/Gamma, formula = {HBAR_EV_PS / width_zener[i]:.3f} ps")
print(f"  lifetime, computed = {HBAR_EV_PS / width_num[i]:.3f} ps")
print(f"  second-gap coupling = {V2 * 1e3:.4f} meV, r = {r[i]:.4f}")
print(f"  relative width change, larger basis = {basis_change:.1e}")
print("F (eV/nm), P, Gamma formula, Gamma computed (microeV), ratio, envelope")
for j in range(5):
    print(f"  {fields[j]:.4f}  {P[j]:.3e}  {width_zener[j] * 1e6:.4f}"
          f"  {width_num[j] * 1e6:.4f}  {ratio[j]:.4f}  {envelope[j]:.4f}")
print(f"Scan of 24 forces from {scan_fields[0]:.3f} to"
      f" {scan_fields[-1]:.3f} eV/nm")
print(f"  ratio computed/formula: min {ratio[5:].min():.4f},"
      f" max {ratio[5:].max():.4f}")
print(f"Second lattice: a = {a2:.2f} nm, V = {V_b:.2f} eV")
print(f"  Eg = {gap2:.5f} eV, m = {2 * m_r2:.5f} m_e")
print(f"  B formula = {B2:.5f} eV/nm, B from widths = {B2_num:.5f} eV/nm")
print("no test failed")
```

Output:

```
Two-level passage: delta, P integrated, P = exp(-2 pi delta)
  0.1  0.53348  0.53349
  0.3  0.15182  0.15184
  0.6  0.02306  0.02305
Closed two-band lattice (energies in units of hopping J)
  Eg = 0.40, aF = 0.050
  loss in first cycle = 0.08126, formula P = 0.08100
  best survival, cycles 100-400 = 1.0000 at cycle 140
  (1-P)^100 = 2.15e-04
Cosine crystal, worked example
  period a = 1.00 nm, V = 0.050 eV
  hbar^2/m_e = 0.07620 eV nm^2
  hbar v = 0.23939 eV nm
  gap Eg = 0.09997 eV
  reduced mass m_r = 0.03320 m_e, m = 0.06639 m_e
  B from Eg and m = 0.03277 eV/nm
  B from tunnelling action = 0.03279 eV/nm
  B fitted to resonance widths = 0.03288 eV/nm
  force F = 0.0100 eV/nm, field = 1.00e+07 V/m
  tunnelling length Eg/F = 10.00 nm
  exponent B/F = 3.2773, P = 0.03773
  ladder spacing aF = 10.000 meV
  Bloch period = 0.4136 ps
  width, formula with ln(1-P) = 61.213 microeV
  width, aFP/(2 pi) = 60.051 microeV
  width, computed resonance = 56.139 microeV
  lifetime hbar/Gamma, formula = 10.753 ps
  lifetime, computed = 11.725 ps
  second-gap coupling = 1.6621 meV, r = 0.0426
  relative width change, larger basis = -9.4e-06
F (eV/nm), P, Gamma formula, Gamma computed (microeV), ratio, envelope
  0.0050  1.424e-03  1.1337  1.2778  1.1271  0.1204
  0.0075  1.266e-02  15.2022  16.7622  1.1026  0.0989
  0.0100  3.773e-02  61.2128  56.1395  0.9171  0.0868
  0.0150  1.125e-01  284.9046  306.6006  1.0762  0.0738
  0.0200  1.942e-01  687.4691  685.6616  0.9974  0.0672
Scan of 24 forces from 0.004 to 0.030 eV/nm
  ratio computed/formula: min 0.8852, max 1.1190
Second lattice: a = 0.70 nm, V = 0.10 eV
  Eg = 0.19995 eV, m = 0.06507 m_e
  B formula = 0.09177 eV/nm, B from widths = 0.09110 eV/nm
no test failed
```
